# Inelastic Mean Free Path from the Loss Function to the Bethe Form

A photoelectron ejected from a core level contributes to the sharp line of the spectrum if it leaves the solid without losing energy. If inelastic events occur at a constant rate per unit path, the chance of travelling a distance $s$ without one is $e^{-s/\lambda}$, where $\lambda$ is the inelastic mean free path. For a uniform sample, with elastic deflection neglected, electrons emitted at an angle $\alpha$ to the surface normal come from an effective depth

$$
\int_0^\infty e^{-z/(\lambda\cos\alpha)}\,dz=\lambda\cos\alpha . \tag{1}
$$

Line intensities therefore carry a factor $\lambda(E)$. Comparing two core levels, whose electrons have different kinetic energies $E$, requires the energy dependence of $\lambda$. The medium enters through its dielectric response.

Hartree atomic units are used, so $\hbar=m=e=1$. The fast electron has wavevector $\mathbf k$ and energy $E=k^2/2$. The medium is homogeneous, isotropic and at zero temperature. The electron is non-relativistic, and its interaction with the medium is treated in first Born order. Exchange with the electrons of the medium, Pauli blocking of its final states and surface excitations are left out.

## The loss function as a spectrum of excitations

Let the medium have volume $V$, $N$ electrons at positions $\mathbf r_j$, ground state $|0\rangle$ and excited states $|m\rangle$ at excitation energies $\omega_m$. Define $\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$ and apply the weak potential energy $u\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus its complex conjugate, switched on slowly as $e^{\eta t}$. The perturbation is $u e^{-i\omega t}\rho_{\mathbf q}$ plus its adjoint. First-order perturbation theory gives the amplitudes

$$
c_m=\frac{u\langle m|\rho_{\mathbf q}|0\rangle e^{i(\omega_m-\omega)t}}{\omega-\omega_m+i\eta}
-\frac{u^*\langle m|\rho_{-\mathbf q}|0\rangle e^{i(\omega_m+\omega)t}}{\omega+\omega_m-i\eta}. \tag{2}
$$

The induced density with spatial dependence $e^{i\mathbf q\cdot\mathbf r}$ is $\delta\langle\rho_{\mathbf q}^\dagger\rangle/V$. Its part varying as $e^{-i\omega t}$ takes the first term of $c_m$ and the conjugate of the second. Divided by $u$, it is

$$
\chi(q,\omega)=\frac1V\sum_m\left[\frac{|\langle m|\rho_{\mathbf q}|0\rangle|^2}{\omega-\omega_m+i\eta}
-\frac{|\langle m|\rho_{-\mathbf q}|0\rangle|^2}{\omega+\omega_m+i\eta}\right]. \tag{3}
$$

By Poisson's equation this density produces the potential energy $(4\pi/q^2)\chi u$. The total is $u/\varepsilon$, so

$$
\frac1{\varepsilon(q,\omega)}=1+\frac{4\pi}{q^2}\chi(q,\omega). \tag{4}
$$

As $\eta\to0^+$, $\mathrm{Im}\,(x+i\eta)^{-1}=-\pi\delta(x)$. For $\omega>0$ only the first term of (3) is resonant, and the loss function is

$$
F(q,\omega)\equiv\mathrm{Im}\!\left[\frac{-1}{\varepsilon(q,\omega)}\right]
=\frac{4\pi^2}{q^2V}\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_m). \tag{5}
$$

It is non-negative and describes both collective and single-particle excitations.

## From the scattering rate to the mean free path

The Coulomb interaction of the fast electron at $\mathbf r$ with the medium is

$$
\sum_j\frac1{|\mathbf r-\mathbf r_j|}=\frac1V\sum_{\mathbf q}\frac{4\pi}{q^2}e^{-i\mathbf q\cdot\mathbf r}\rho_{\mathbf q}. \tag{6}
$$

The factor $e^{-i\mathbf q\cdot\mathbf r}$ takes the plane wave $\mathbf k$ to $\mathbf k-\mathbf q$, with energy loss

$$
\frac{k^2}2-\frac{|\mathbf k-\mathbf q|^2}2=kq\mu-\frac{q^2}2, \tag{7}
$$

where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. The golden rule gives the total rate

$$
\Gamma=2\pi\sum_{\mathbf q,m}\left(\frac{4\pi}{Vq^2}\right)^2|\langle m|\rho_{\mathbf q}|0\rangle|^2\,
\delta\!\left(\omega_m-kq\mu+\frac{q^2}2\right). \tag{8}
$$

Insert $1=\int d\omega\,\delta(\omega-\omega_m)$, use (5) to replace the sum over $m$ by $q^2VF/4\pi^2$, and replace $\sum_{\mathbf q}$ by $V\int d^3q/(2\pi)^3$. The volume cancels, and the prefactor is $2\pi\cdot4/(8\pi^3)=1/\pi^2$:

$$
\Gamma=\frac1{\pi^2}\int\frac{d^3q}{q^2}\int d\omega\,F(q,\omega)\,
\delta\!\left(\omega-kq\mu+\frac{q^2}2\right). \tag{9}
$$

With $d^3q=2\pi q^2\,dq\,d\mu$, the integral over $\mu$ gives $1/(kq)$ when the required $\mu$ does not exceed 1, and zero otherwise. The condition is $q^2-2kq+2\omega\le0$, or $q_-\le q\le q_+$. Dividing the rate by the speed $k$ gives the number of events per unit length:

$$
\frac1\lambda=\frac1{\pi E}\int_0^E d\omega\int_{q_-}^{q_+}\frac{dq}q\,F(q,\omega),
\qquad q_\pm=k\pm\sqrt{k^2-2\omega}. \tag{10}
$$

The prefactor arises from $2/(\pi k^2)=1/(\pi E)$.

## The sum rule

The Bethe form needs the first energy moment of $F$. Consider $\langle0|[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]|0\rangle$, where $H$ is the Hamiltonian of the medium. Inserting its eigenstates gives $\sum_m\omega_m|\langle m|\rho_{\mathbf q}|0\rangle|^2$ and the same expression with $-\mathbf q$. Isotropy makes the two equal.

The commutator can also be evaluated directly. For potentials that depend on positions alone, only the kinetic energy fails to commute with $\rho_{\mathbf q}$. For one electron with momentum $\mathbf p$,

$$
\left[\frac{p^2}2,e^{i\mathbf q\cdot\mathbf r}\right]=e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\mathbf p+\frac{q^2}2\right). \tag{11}
$$

Since $e^{i\mathbf q\cdot\mathbf r}\,\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=\mathbf p-\mathbf q$, the outer commutator contributes $\mathbf q\cdot\mathbf p-\mathbf q\cdot(\mathbf p-\mathbf q)=q^2$ per electron. Terms from different electrons commute. Thus $\sum_m\omega_m|\langle m|\rho_{\mathbf q}|0\rangle|^2=Nq^2/2$, and (5) gives at every $q$

$$
\int_0^\infty\omega F(q,\omega)\,d\omega=2\pi^2\frac NV=\frac\pi2\omega_p^2,
\qquad \omega_p^2=4\pi\frac NV. \tag{12}
$$

Here $\omega_p$ is the free-electron plasmon energy, often written $E_p$. If $F$ describes the valence electrons alone, $\omega_p$ must be based on their effective number. It need not coincide with the loss peak.

## The high-energy limit

Write $F_0(\omega)=F(0,\omega)$ for the optical limit and define

$$
I_0=\int_0^\infty F_0\,d\omega,\qquad
\langle g\rangle=\frac1{I_0}\int_0^\infty g(\omega)F_0\,d\omega,\qquad
\bar\omega=\langle\omega\rangle. \tag{13}
$$

These integrals are assumed to converge. Let $E$ be far above the energies that carry the optical loss. Then, for a typical loss,

$$
q_-=k-\sqrt{k^2-2\omega}=\frac\omega k+\frac{\omega^2}{2k^3}+\cdots\simeq\frac\omega k, \tag{14}
$$

which tends to zero as $E$ grows. Choose a momentum $q_s$ much larger than these lower limits but small enough that $F\simeq F_0$ below it. The region $q<q_s$ contributes to the double integral in (10)

$$
\int d\omega\,F_0(\omega)\ln\frac{q_s k}\omega
=I_0\left[\ln q_s+\ln k-\langle\ln\omega\rangle\right]. \tag{15}
$$

Above $q_s$ we need $\Phi(q)=\int_0^\infty F(q,\omega)\,d\omega$, with $\Phi(0)=I_0$. At large $q$ a struck electron recoils almost as if free and at rest, so the loss lies near $\omega=q^2/2$. The sum rule then gives $\Phi\simeq(\pi\omega_p^2/2)/(q^2/2)=\pi\omega_p^2/q^2$, and the integral of $\Phi/q$ converges. Define an effective cutoff $q_c$, with momenta measured in bohr$^{-1}$, by

$$
\ln q_c=\int_0^1\left[\frac{\Phi(q)}{I_0}-1\right]\frac{dq}q+\int_1^\infty\frac{\Phi(q)}{I_0}\frac{dq}q. \tag{16}
$$

For small $q_s$ this means $\int_{q_s}^\infty\Phi\,dq/q=I_0(\ln q_c-\ln q_s)$. Adding (15) removes the arbitrary $q_s$:

$$
\frac{\pi E}\lambda\simeq I_0\left[\ln k+\ln q_c-\langle\ln\omega\rangle\right]
=\frac{I_0}2\ln(\gamma E), \tag{17}
$$

$$
\gamma=2q_c^2e^{-2\langle\ln\omega\rangle}, \tag{18}
$$

where $\ln k=\frac12\ln(2E)$ was used. Solving for $\lambda$ and introducing $\omega_p^2$ gives the Bethe form,

$$
\boxed{\lambda\simeq\frac E{\omega_p^2\,\beta\ln(\gamma E)},\qquad
\beta=\frac{I_0}{2\pi\omega_p^2}=\frac1{4\bar\omega}.} \tag{19}
$$

The last equality follows from (12), which gives $I_0=\pi\omega_p^2/(2\bar\omega)$. At fixed electron density and fixed $\gamma$, a larger mean loss means fewer events and a longer mean free path. A change in the loss spectrum generally alters $\gamma$ as well. The coefficient $\beta$ is set by optical data, whereas $\gamma$ also needs the response at finite $q$.

Extending $q$ to infinity has a small cost. The line $\omega=q^2/2$ leaves the allowed region when $q^2/2=kq-q^2/2$, that is at $q=k$. The excess is about $\int_k^\infty\pi\omega_p^2q^{-3}dq=\pi\omega_p^2/(4E)$. Divided by $I_0/2$, it shifts the logarithm by $\bar\omega/E$, which vanishes at high energy. The approximations at the small-$q$ end cost a term of the same order; in the model treated below they add $3\bar\omega/(4E)$.

The size of $\beta$ is bounded. Setting $\omega=0$ in (3) and using (4) and (5) gives, in the optical limit,

$$
\int_0^\infty\frac{F_0}\omega\,d\omega=\frac\pi2\left[1-\frac1{\varepsilon(0)}\right]. \tag{20}
$$

The Cauchy–Schwarz inequality $I_0^2\le\int\omega F_0\,d\omega\int(F_0/\omega)\,d\omega$, with (12), becomes

$$
\bar\omega\ge\frac{\omega_p}{\sqrt{1-1/\varepsilon(0)}}\ge\omega_p,
\qquad \beta\le\frac1{4\omega_p}, \tag{21}
$$

for a static dielectric constant $\varepsilon(0)>1$. The value $1/(4\omega_p)$ belongs to a single sharp loss at $\omega_p$ with $\varepsilon(0)\to\infty$. A finite static constant or a spread of losses lowers $\beta$.

## A closed result from optical data

To obtain $\gamma$ from $F_0$, one must model the dependence on $q$. A simple choice moves each optical loss $\omega'$ to $\omega'+q^2/2$ and reduces its weight by $\omega'/(\omega'+q^2/2)$:

$$
F(q,\omega)=\frac{\omega-q^2/2}\omega F_0(\omega-q^2/2),\qquad \omega>q^2/2. \tag{22}
$$

The weight preserves (12), and at large $q$ the loss is centred near the recoil energy $q^2/2$. The broadening caused by the initial momentum of the struck electron, which grows with $q$, is left out. Equation (10) becomes $\pi E/\lambda=\int d\omega'F_0(\omega')K(\omega')$, with

$$
K=\int_{q_1}^{q_2}\frac{2\omega'\,dq}{q(q^2+2\omega')}
=\left[\frac12\ln\frac{q^2}{q^2+2\omega'}\right]_{q_1}^{q_2}, \tag{23}
$$

because the integrand equals $1/q-q/(q^2+2\omega')$. The limits follow from $\omega'+q^2/2\le kq-q^2/2$. They are the roots of $q^2-kq+\omega'=0$, which are real for $\omega'\le E/2$. Thus $q_1+q_2=k$ and $q_1q_2=\omega'$, so that $q_1^2+2\omega'=q_1(k+q_2)$ and $q_2^2+2\omega'=q_2(k+q_1)$. Hence

$$
K=\frac12\ln\frac{q_2(k+q_2)}{q_1(k+q_1)}. \tag{24}
$$

Let $\delta=\omega'/k^2=\omega'/(2E)$. For small $\delta$, $q_1/k=\delta(1+\delta+\cdots)$ and $q_2/k=1-\delta+\cdots$. The numerator contributes $\ln2-\delta-\delta/2$ to the logarithm, and the denominator contributes $-\ln\delta-2\delta$. Therefore

$$
K=\frac12\left[\ln\frac{4E}{\omega'}-\frac{7\omega'}{4E}+\cdots\right]. \tag{25}
$$

Averaging over $F_0$ gives, for this model,

$$
\gamma=4e^{-\langle\ln\omega\rangle},\qquad
\lambda\simeq\frac E{\omega_p^2\beta\left[\ln(\gamma E)-7\bar\omega/(4E)\right]}. \tag{26}
$$

The negative correction in the denominator makes the Bethe form (19) too short for this model at high but finite energy. It is the leading correction only while exchange is left out; for an electron, exchange gives a larger term of the same sign, as discussed in the last section.

## Why optical data alone do not fix the logarithm

Compare a dilute gas in which each atom is one electron in an isotropic harmonic well of frequency $\omega_0$. The factor $e^{iqx}$ displaces the ground state in momentum and produces a coherent state, so level $m$ is reached with the Poisson probability $e^{-u}u^m/m!$, where $u=q^2/(2\omega_0)$. Summing over $m\ge1$ in (5) gives

$$
\Phi(q)=\frac{\pi\omega_p^2}{q^2}(1-e^{-u}),\qquad
\frac{\Phi(q)}{I_0}=\frac{1-e^{-u}}u. \tag{27}
$$

The optical loss is a single line at $\omega_0$, so $\beta=1/(4\omega_0)$. With $dq/q=du/(2u)$ and $u_s=q_s^2/(2\omega_0)\to0$, integration by parts gives

$$
\begin{aligned}
\int_{q_s}^\infty\frac\Phi{I_0}\frac{dq}q
&=\frac12\left[\frac{1-e^{-u_s}}{u_s}+\int_{u_s}^\infty\frac{e^{-u}}u\,du\right]\\
&\to\frac12\left[1-C-\ln u_s\right], 
\end{aligned}\tag{28}
$$

where $C=0.5772\ldots$ is Euler's constant. Thus $q_c^2=2\omega_0e^{1-C}$, and (18) gives $\gamma=(4/\omega_0)e^{1-C}$. For $\omega_0=1$ Ha this is $6.105\ \mathrm{Ha}^{-1}$, whereas model (22) gives $4\ \mathrm{Ha}^{-1}$ for the same optical line. The two media share $\beta$ but differ in $\gamma$. Model (22) also falls short for more realistic responses. Equation (18) gives $12.5\ \mathrm{Ha}^{-1}$ for a gas of hydrogen atoms, against $8.6\ \mathrm{Ha}^{-1}$ from (22). For the electron gas in the random-phase approximation at $r_s=2$ it gives about $5.3/\omega_p$, against $4/\omega_p$.

## A model solid

Take an optical loss function with two damped oscillators,

$$
F_0(\omega)=\sum_{j=1}^2\frac{A_jg_j\omega}{(\omega^2-w_j^2)^2+g_j^2\omega^2}. \tag{29}
$$

The strengths $A_j$ are 0.25 and 0.15 Ha$^2$, the energies $w_j$ are 0.6 and 1.0 Ha, and the widths $g_j$ are 0.2 and 0.5 Ha. These are model parameters, not those of a named material. Each term contributes $\pi A_j/2$ to the first moment, so $\omega_p^2=0.25+0.15=0.40$ Ha$^2$ and $\omega_p=0.632$ Ha, or 17.2 eV.

Numerical quadrature on a logarithmic energy grid gives $I_0=0.7972$ Ha and $e^{\langle\ln\omega\rangle}=0.6839$ Ha. The constants follow:

$$
\begin{aligned}
\bar\omega&=\frac{0.6283}{0.7972}=0.788\ \mathrm{Ha},\\
\beta&=\frac{0.7972}{2\pi(0.40)}=0.3172\ \mathrm{Ha^{-1}\,bohr^{-1}},\\
\gamma&=\frac4{0.6839}=5.849\ \mathrm{Ha^{-1}}.
\end{aligned}\tag{30}
$$

In laboratory units, $\beta=0.0220\ \mathrm{eV^{-1}\,\text{Å}^{-1}}$ and $\gamma=0.215\ \mathrm{eV^{-1}}$. The static constant from (20) is 6.43, for which (21) requires $\bar\omega\ge0.688$ Ha. The actual mean lies higher because the losses are spread out.

At $E=50$ Ha (1361 eV), $k=10$ bohr$^{-1}$. A loss $\bar\omega$ allows momentum transfers from 0.0791 to 19.9 bohr$^{-1}$, and the estimate $\bar\omega/k=0.0788$ bohr$^{-1}$ is close to the lower limit. Equation (19) gives

$$
\lambda=\frac{50}{0.40\times0.3172\times5.678}=69.4\ \mathrm{bohr}=36.7\ \text{Å}. \tag{31}
$$

Gauss–Legendre quadrature of the double integral (10), with the model (22), gives 69.7 bohr, or 36.9 Å. The same comparison at four energies is:

| $E$ (Ha) | Integral (bohr) | Bethe (bohr) | Bethe error |
|---:|---:|---:|---:|
| 10 | 20.10 | 19.37 | −3.6% |
| 20 | 33.61 | 33.10 | −1.5% |
| 50 | 69.74 | 69.40 | −0.5% |
| 100 | 123.97 | 123.70 | −0.2% |

Errors are relative to the integral for the same model. They measure the asymptotic reduction, not the accuracy of the Born approximation or of (22) for a real solid. At 10 Ha the corrected form (26) gives 20.05 bohr and reduces the error to −0.2%.

Putting all the loss at $\omega_p$ gives $\lambda=4E/[\omega_p\ln(4E/\omega_p)]=54.9$ bohr at 50 Ha, which is 21% below the integral. The main cause is the prefactor: this estimate replaces $\bar\omega=0.788$ Ha by $\omega_p=0.632$ Ha.

## Energy dependence and limits of use

Differentiating the logarithm of (19) gives the local exponent

$$
\frac{d\ln\lambda}{d\ln E}=1-\frac1{\ln(\gamma E)}. \tag{32}
$$

At 50 Ha this is $1-1/5.678=0.824$. A finite difference of the integral over energies 1% above and below gives 0.818. The correction in (26) accounts for the difference: with $7\bar\omega/(4E)=0.0276$, the exponent becomes $1-(1+0.0276)/(5.678-0.0276)=0.818$.

For intensity ratios the product $\omega_p^2\beta$ cancels within one sample:

$$
\frac{\lambda(E_a)}{\lambda(E_b)}\simeq\frac{E_a}{E_b}\,\frac{\ln(\gamma E_b)}{\ln(\gamma E_a)}. \tag{33}
$$

Between 20 and 50 Ha the Bethe ratio is $69.40/33.10=2.10$, and the integral gives $69.74/33.61=2.08$. Assuming $\lambda\propto E$ would give 2.5 and would overstate the depth probed by the faster electrons relative to that probed by the slower ones.

The form fails at low energy. Its logarithm vanishes at $E=1/\gamma$, which is 0.17 Ha here, but the expansion has lost its basis well before that point because $E$ is no longer large compared with $\bar\omega$. The neglected exchange and Pauli blocking matter most for slow electrons, but exchange fades slowly. Its interference term lowers the logarithm by roughly $(\bar\omega/E)\ln(E/\bar\omega)$, which exceeds the correction in (26). For the model solid, Mott- or Ochkur-type estimates lengthen $\lambda$ by 5 to 7% at 10 Ha and by 1 to 1.5% at 50 Ha. At the other end the non-relativistic treatment sets a limit. Using the relativistic speed in (19) shortens $\lambda$ by about 0.7% at 100 Ha and 2% at 8 keV. At higher energies, deeper shells can become excitable. They must then be included in $F$ and in $\omega_p^2$ together, and $E$ must be large compared with their losses before (19) applies to the enlarged set. Values of $\beta$ and $\gamma$ fitted over a finite energy range can absorb such effects and need not equal the asymptotic constants derived here.

All numerical values are calculated from the stated model.
